# When the Lorentz field fails in a cubic perovskite

**Q.** I want the optical permittivity of a cubic perovskite ABO$_3$ from the polarizabilities of its ions. The crystal is cubic, so the dipoles near any ion cancel, and every ion sees the Lorentz field $E+4\pi P/3$. The Clausius–Mossotti relation follows at once. Is anything missing?

**A.** Which argument makes the nearby dipoles cancel?

**Q.** Lorentz's own. Draw a large sphere around the ion. The material outside gives $E+4\pi P/3$, and the dipoles inside sum to zero by cubic symmetry.

**A.** The first half is sound. Let me fix the conventions: Gaussian formulas, the lattice constant $a$ as unit of length, point dipoles along $z$, and the same dipole in every unit cell. $E$ is the macroscopic field. A uniformly polarized sphere has the field $-4\pi P/3$ inside it, so removing the sphere from the continuum leaves $E-(-4\pi P/3)=E+4\pi P/3$. Now put back the real dipoles of the sphere. A dipole $p$ at distance $r$ and height difference $z$ gives the $z$ field $p(3z^2-r^2)/r^5$. Hence at site $i$

$$E_i=F+\sum_j S_{ij}p_j,\qquad F=E+\frac{4\pi}{3}P,\qquad S_{ij}=\sum\frac{3z^2-r^2}{r^5}.$$

The last sum runs over sublattice $j$ in growing spheres centred on $i$, leaving out the ion itself. Your claim is that $\sum_jS_{ij}p_j=0$. What does symmetry say about it?

**Q.** $S_{ij}$ is the $zz$ element of the tensor $\sum(3x_\alpha x_\beta-r^2\delta_{\alpha\beta})/r^5$. Its trace is $\sum(3r^2-3r^2)/r^5=0$. Under cubic symmetry the tensor must be a multiple of the unit matrix, and a traceless multiple of the unit matrix is zero.

**A.** Correct, but the symmetry you need is that of rotations about site $i$ which carry the position of every source dipole into the position of an equal one. These rotations act on the positions only; the dipoles stay along $z$. The space group of the crystal being cubic is a weaker statement. Put A at $(0,0,0)$, B at $(\tfrac12,\tfrac12,\tfrac12)$, and the oxygens at the face centres. The oxygen at $(\tfrac12,\tfrac12,0)$ has its B neighbours above and below it along $z$; call it O$_\parallel$. The other two, at $(0,\tfrac12,\tfrac12)$ and $(\tfrac12,0,\tfrac12)$, are O$_\perp$. What does O$_\parallel$ see?

**Q.** Two B ions, both on the $z$ axis. That is a tetragonal environment, so the tensor need not vanish there.

**A.** It has the form $\mathrm{diag}(-s/2,-s/2,s)$: mirror planes remove the off-diagonal elements, the fourfold axis makes two diagonal elements equal, and the zero trace fixes their ratio. All pairs in the cell are covered by two constants,

$$U=S(0,0,\tfrac12),\qquad V=-S(\tfrac12,\tfrac12,0),$$

where the argument is the offset of the field point from a point of a simple cubic lattice of sources. The $zz$ elements are:

- A–B, and any sublattice with itself: $0$, because these offsets are cubic.
- B–O$_\parallel$: $U$. B–O$_\perp$: $-U/2$, since the unique axis is then $x$ or $y$.
- A–O$_\parallel$: $-V$. A–O$_\perp$: $+V/2$, for the same reason.
- O$_\parallel$–O$_\perp$: $+V/2$. One O$_\perp$ with the other: $-V$, since their offset lies in the $xy$ plane.

**Q.** Symmetry allows $U$ and $V$, but they might be small. How do you compute such slowly converging sums?

**A.** By planes normal to $z$. Take one square-lattice plane of charges and expand its density in plane waves $e^{i\mathbf G\cdot\boldsymbol\rho}$. A component of amplitude $\sigma$ has a potential proportional to $e^{-G|z|}$, which solves Laplace's equation off the plane. The field must jump by $4\pi\sigma$, so $2G\phi_0=4\pi\sigma$ and $\phi_0=2\pi\sigma/G$. Turning charges into dipoles $p$ along $z$ applies $-p\,\partial_z$ to the potential, and the field is another $-\partial_z$:

$$E_z=p\,\frac{\partial^2}{\partial z^2}\frac{2\pi}{G}e^{-G|z|}=2\pi p\,G\,e^{-G|z|}.$$

The $G=0$ component is a uniform double layer, with no field outside it. For a field point midway between planes, the planes lie at $\pm\tfrac12,\pm\tfrac32,\dots$, and

$$2\sum_{n\ge0}e^{-G(n+1/2)}=\frac{2e^{-G/2}}{1-e^{-G}}=\frac{1}{\sinh(G/2)}.$$

This stack is a slab polarized along its normal. With no external field its macroscopic field is $-4\pi P$, and $P=p$ in our units. The site field is therefore also $-4\pi p+4\pi p/3+Sp$. Equating the two expressions gives

$$S(x,y,\tfrac12)=\frac{8\pi}{3}+2\pi\sum_{\mathbf G\neq0}\frac{G\cos(\mathbf G\cdot\boldsymbol\rho)}{\sinh(G/2)},\qquad \mathbf G=2\pi(m,n).$$

At $\boldsymbol\rho=0$ this is $U=30.082$. At $\boldsymbol\rho=(\tfrac12,0)$ it is $V/2$, so $V=8.668$. Direct summation over a sphere of radius $10a$ with a smoothed edge gives the same two values.

These are large beside $4\pi/3=4.189$. The two nearest dipoles on the chain, at distance $\tfrac12$, alone contribute $2\times2/(\tfrac12)^3=32$ to $U$.

**Q.** The term $4\pi/3$ came from a continuum argument. Can that be checked separately?

**A.** Change the sample's shape. For a spheroid with depolarization factor $N_z$ and no external field, $E=-4\pi N_zP$, so the bare dipole sum must be $S+4\pi/3-4\pi N_z$. A prolate sample of aspect ratio 2 has $N_z=0.17356$. For the offset $(0,0,\tfrac12)$ the formula gives 32.090, and direct summation gives 32.090.

**Q.** Then write the fields out.

**A.** Let $p_\parallel$ and $p_\perp$ be the oxygen dipoles, with the two O$_\perp$ equal by the fourfold symmetry about the field, and let $D=p_\parallel-p_\perp$. The deviations $\delta_i=E_i-F$ follow from the list of pairs:

$$\delta_B=Up_\parallel-2\cdot\tfrac U2p_\perp=UD,\qquad \delta_A=-Vp_\parallel+2\cdot\tfrac V2p_\perp=-VD,$$
$$\delta_\parallel=Up_B-Vp_A+Vp_\perp,$$
$$\delta_\perp=-\tfrac U2p_B+\tfrac V2p_A+\tfrac V2p_\parallel-Vp_\perp.$$

Suppose just the B ions carry dipoles. Then $P=p_B$, and the internal field $E_i-E$, divided by the Lorentz value $4\pi P/3$, is

$$\text{O}_\parallel:\ 1+\frac{30.08}{4.189}=8.18,\qquad \text{O}_\perp:\ 1-\frac{15.04}{4.189}=-2.59.$$

At one oxygen the internal field is eight times the Lorentz value, and at the other two its sign is reversed. If all five ions carry the same dipole, then $P=5p$, $\delta_\parallel=Up$ and $\delta_\perp=-Up/2$. The ratios are $1+30.08/20.94=2.44$ and $1-15.04/20.94=0.28$.

**Q.** In both cases the average over the three oxygens is one: $(8.18-2\times2.59)/3=1.00$.

**A.** Yes, and the equations show when. The sum over the oxygens is

$$\delta_\parallel+2\delta_\perp=Vp_\perp+Vp_\parallel-2Vp_\perp=VD,$$

which vanishes for equal oxygen dipoles. An oxygen average can hide large deviations of opposite sign.

**Q.** So I amend my belief. The oxygens are special, but A and B have cubic site symmetry and see the Lorentz field.

**A.** Look again at $\delta_B=UD$. Under what condition is it zero?

**Q.** When $p_\parallel=p_\perp$. But you have just shown that the two kinds of oxygen feel different fields, so their dipoles will differ, and then B departs as well.

**A.** That is the second half of the correction. A rotation about B carries O$_\parallel$ into O$_\perp$. The sources are invariant under it if those ions have equal dipoles, and an applied field along $z$ generally makes them unequal. Two conditions together are sufficient: cubic symmetry of the site, and equal dipoles on ions that this symmetry interchanges. In rock salt, each ion sits at a cubic site and each species has one ion per primitive cell. For uniform polarization both conditions hold, and your original argument is right.

**Q.** How large is $D$ when the ions respond to the field?

**A.** Let the response be linear, with $p_i=\alpha_iE_i$. Here $\alpha_i$ is the polarizability volume divided by $a^3$, taken isotropic and equal for all oxygens, and the nuclei are held fixed. With $W=Up_B-Vp_A$,

$$p_\parallel=\alpha_O(F+W+Vp_\perp),\qquad p_\perp=\alpha_O\left(F-\tfrac12W+\tfrac12Vp_\parallel-Vp_\perp\right).$$

Use the mean $\bar p=(p_\parallel+2p_\perp)/3$, so that $p_\parallel=\bar p+\tfrac23D$ and $p_\perp=\bar p-\tfrac13D$. The sum found above gives $\bar p=\alpha_O(F+VD/3)$. Subtracting the two equations gives

$$D=\alpha_O\left(\tfrac32W+2Vp_\perp-\tfrac12Vp_\parallel\right)=\alpha_O\left(\tfrac32W+\tfrac32V\bar p-VD\right),$$

because the $D$ terms are $-\tfrac23VD-\tfrac13VD$. Hence $(1+\alpha_OV)D=\tfrac32\alpha_O(W+V\bar p)$. Insert $p_B=\alpha_B(F+UD)$, $p_A=\alpha_A(F-VD)$ and $\bar p$:

$$W+V\bar p=gF+\left(U^2\alpha_B+V^2\alpha_A+\tfrac13V^2\alpha_O\right)D,$$
$$g=U\alpha_B-V\alpha_A+V\alpha_O.$$

Collecting the $D$ terms on the left,

$$D=\frac{3\alpha_O\,g}{2\Delta}F,\qquad \Delta=1+\alpha_OV-\tfrac32\alpha_O\left(U^2\alpha_B+V^2\alpha_A+\tfrac13V^2\alpha_O\right).$$

**Q.** And the permittivity?

**A.** Add the dipoles of the cell:

$$P=p_A+p_B+3\bar p=(\alpha_A+\alpha_B+3\alpha_O)F+(U\alpha_B-V\alpha_A+V\alpha_O)D.$$

The last bracket is $g$ again. From $4\pi P=(\varepsilon-1)E$ we have $F=E+4\pi P/3=(\varepsilon+2)E/3$. Dividing $4\pi P/3$ by $F$ gives

$$\frac{\varepsilon-1}{\varepsilon+2}=\frac{4\pi}{3}\left[\alpha_A+\alpha_B+3\alpha_O+\frac{3\alpha_Og^2}{2\Delta}\right].$$

The last term is the correction to Clausius–Mossotti. For small polarizabilities it is of third order in them, whereas the main terms are of first order.

**Q.** Its sign depends on $\Delta$. Could it lower the permittivity?

**A.** Not in a stable state of this model. At fixed $E$ the energy is

$$\sum_i\frac{p_i^2}{2\alpha_i}-\frac12\sum_{ij}p_i\left(\frac{4\pi}{3}+S_{ij}\right)p_j-E\sum_ip_i,$$

and setting its derivatives to zero returns $p_i=\alpha_iE_i$. Stability means that the quadratic part is positive for any nonzero set of dipoles. Adding $\tfrac12(4\pi/3)(\sum_ip_i)^2\ge0$ keeps it positive, so $\sum_ip_i^2/\alpha_i-\sum_{ij}p_iS_{ij}p_j>0$. Replacing every $\alpha_i$ by $t\alpha_i$ with $0<t\le1$ increases the first term, so the inequality still holds. Now, if $\Delta$ vanished at some $t$, the equations with $F=0$ would have a solution with $D\ne0$. Multiplying $p_i/(t\alpha_i)=\sum_jS_{ij}p_j$ by $p_i$ and summing would make the positive expression zero, a contradiction. Since $\Delta=1$ at $t=0$ and varies continuously, $\Delta>0$ at $t=1$.

The correction is therefore never negative. It remains to pass from $y=(\varepsilon-1)/(\varepsilon+2)$ to $\varepsilon$. At its minimum the energy equals $-\tfrac12EP$, which lies below the value zero at $p_i=0$. So $EP>0$, hence $\varepsilon>1$ and $0<y<1$. In that range $\varepsilon=(1+2y)/(1-y)$ rises with $y$, so leaving out the correction cannot raise $\varepsilon$.

I also solved the five-sublattice equations numerically for 400 random sets, with $\alpha_A$ from 0.001 to 0.05, $\alpha_B$ from 0.001 to 0.03 and $\alpha_O$ from 0.005 to 0.05. In all 298 stable sets the closed formula agreed, $\Delta$ was positive, and $\varepsilon$ was not below the Clausius–Mossotti value.

**Q.** Is there a perovskite in this model for which my first belief happens to be true?

**A.** Yes, at $g=0$, that is $U\alpha_B=V(\alpha_A-\alpha_O)$. Then $D=0$ and $W+V\bar p=0$, so all the $\delta_i$ vanish under an applied field. This needs $\alpha_A>\alpha_O$ and a particular $\alpha_B$; it is a coincidence of magnitudes and not a result of symmetry. The limit $\alpha_O\to0$ is different. There $D\to0$, so A and B see the Lorentz field and Clausius–Mossotti holds, but the field at the oxygen positions still deviates in general. It merely has nothing there to polarize.

**Q.** Let me have numbers.

**A.** Take $a=0.39$ nm, so $a^3=0.05932$ nm$^3$, and polarizability volumes of 0.0010, 0.0002 and 0.0023 nm$^3$ for A, B and each O. These are round model values. Dividing by $a^3$ gives $\alpha_A=0.01686$, $\alpha_B=0.00337$ and $\alpha_O=0.03877$, with $\alpha_A+\alpha_B+3\alpha_O=0.13655$. Then

$$g=0.1014-0.1461+0.3361=0.2914,\qquad \Delta=1.0285,$$
$$\frac{3\alpha_Og^2}{2\Delta}=\frac{1.5\times0.03877\times0.2914^2}{1.0285}=0.00480.$$

The correction is 3.5% of the polarizability sum. Clausius–Mossotti gives $\varepsilon=5.01$. With the site fields, the right-hand side is $y=4.189\times0.14135=0.5921$, and $\varepsilon=(1+2y)/(1-y)=5.35$, which is 7% above the Clausius–Mossotti value.

**Q.** A 7% change is modest. Are the site fields also within a few per cent of Lorentz?

**A.** Apply a macroscopic field of 0.1 MV/cm. In SI form the Lorentz term is $P/(3\varepsilon_0)$. Here $P=0.0386$ µC/cm$^2$, the Lorentz term is 0.145 MV/cm, and $F=0.245$ MV/cm. From $D/F=0.01648$,

$$\frac{E_B}{F}=1+30.08\times0.01648=1.50,\qquad \frac{E_A}{F}=1-8.668\times0.01648=0.86.$$

For the oxygens, divide the dipoles by $\alpha_OF$:

$$\frac{E_\parallel}{F}=1+\frac{VD}{3F}+\frac{2D}{3\alpha_OF}=1+0.048+0.283=1.33,$$
$$\frac{E_\perp}{F}=1+\frac{VD}{3F}-\frac{D}{3\alpha_OF}=1+0.048-0.142=0.91.$$

The fields are 0.367 MV/cm at B, 0.210 at A, 0.326 at O$_\parallel$ and 0.222 at O$_\perp$.

**Q.** So the largest deviation is at B, a cubic site!

**A.** For these parameters and for point dipoles, yes. The two kinds of oxygen dipole differ by $D$, about 40% of their mean, and at B this difference is multiplied by the large chain constant $U$. The permittivity conceals the deviations for two reasons. It weights each one by the polarizability of the ion, which is small for B, and deviations of opposite sign partly cancel, above all among the oxygens. Relative to the polarizability sum, B contributes $+1.2\%$, A $-1.8\%$ and the three oxygens together $+4.1\%$, which leaves the 3.5% found above. A permittivity that fits Clausius–Mossotti fairly well is therefore poor evidence for Lorentz fields at the individual ions.

**Q.** How near is this to a real material?

**A.** The lattice constant and a permittivity near 5 are in the rough regime of strontium titanate at optical frequencies. The permittivity is no prediction, since I chose the polarizabilities to land in that regime. The assumption most plainly broken in a capacitor is that of fixed nuclei. At low frequency the ions move, and the permittivity of bulk strontium titanate at room temperature is roughly 300, so this calculation does not apply there.

At optical frequencies the point dipole is itself a doubtful idealization. Replace the pair potential $1/r$ by $\mathrm{erf}(r/w)/r$, as for Gaussian charge clouds, with the polarizabilities held fixed. For trial widths $w=0.08$ and $0.10$ nm, $\varepsilon$ falls from 5.35 to 5.30 and 5.06. The second value nearly removes the excess over Clausius–Mossotti. That does not show that the site fields return to Lorentz, because overlapping clouds also change the direction-averaged interaction; at $w=0.10$ nm that change alone gives $\varepsilon=5.11$. At this width the ratios $E_i/F$ are 0.88 at A, 1.09 at B, 1.25 at O$_\parallel$ and 0.91 at O$_\perp$. The large excess at B has mostly gone, so it is a feature of point dipoles on the short B–O chain, while O$_\parallel$ still deviates strongly. Slightly wider clouds, with $w=0.11$ nm, even take $\varepsilon$ to 4.85, below the Clausius–Mossotti value. The rule that the correction is never negative was derived for isotropic point dipoles and does not carry over to extended ions.

The oxygen site also permits an anisotropic polarizability. Making it 1.2 times as large along the B–O axis as across it, at fixed mean, raises $\varepsilon$ to 5.73. Other trial changes are a lattice expansion of 0.1% at fixed polarizability volumes, which gives 5.32, and light of 1 eV acting on ions treated as 10 eV oscillators, which gives 5.47. Two of these shifts, those from the wider clouds and from the anisotropy, rival the 0.35 that separates the two permittivities, so that difference should not be read as a measurable signature.

**Q.** Then I would now put it this way. Cubic crystal symmetry makes the permittivity isotropic. For the Lorentz field at an ion, I must look at the symmetry of its site and at the dipoles actually present around it.

**A.** Yes. And where either condition fails, the lattice sums have to be computed.

## Numbers as computed

```
Lorentz factor 4 pi/3 = 4.1888
U: planes 30.082041, direct 30.082041 (1/a^3)
V: planes 8.667731, direct 8.667731 (1/a^3)
S at (1/2,1/2,1/2), direct: 2.2e-16
U shift, plane cutoff 4 to 8: 8.4e-04
U shift, direct radius 8a to 10a: 1.2e-11
prolate sample, aspect 2: N_z = 0.17356
  sum 32.08976, formula 32.08976
internal field / (4 pi P/3), prescribed dipoles:
  only A: A 1.000, B 1.000, O_par -1.069, O_perp 2.035
  only B: A 1.000, B 1.000, O_par 8.182, O_perp -2.591
  only O: A 1.000, B 1.000, O_par 1.690, O_perp 0.655
  all equal: A 1.000, B 1.000, O_par 2.436, O_perp 0.282
random stable cases tested: 298 of 400
a = 0.39 nm, a^3 = 0.059319 nm^3
volumes A, B, O = 0.0010, 0.0002, 0.0023 nm^3
alpha/a^3 A, B, O = 0.016858, 0.003372, 0.038773
sum of alpha/a^3 = 0.136550
g = 0.29138, Delta = 1.02849
extra term = 0.004801, 3.52 % of sum
D/F = 0.016477
permittivity, Clausius-Mossotti = 5.0090
permittivity, with site fields = 5.3546
macroscopic field E = 0.100 MV/cm
P = 0.03856 uC/cm2
P/(3 eps0) = 0.1452 MV/cm
Lorentz field F = 0.2452 MV/cm
site field, and (site field - E)/(P/(3 eps0)):
  A: 0.2101 MV/cm, 0.759
  B: 0.3667 MV/cm, 1.837
  O_par: 0.3263 MV/cm, 1.559
  O_perp: 0.2221 MV/cm, 0.841
permittivity when a neglected effect is put in:
  Gaussian clouds, pair width 0.08 nm: 5.2976
  Gaussian clouds, pair width 0.10 nm: 5.0620
  O polarizability ratio 1.2 along B-O: 5.7254
  lattice expansion 0.1 %: 5.3203
  1 eV light, 10 eV oscillators: 5.4727
```
